\section*{How many bilayers a weakly reflecting multilayer mirror needs}

\section{One layer, then many}

Take one layer of low refractive index inside a medium of high index, with light falling on it at normal incidence. The front face reflects a small amplitude $+r$. At the back face the two indices appear in the opposite order, so the reflection there is $-r$. The second wave has also crossed the layer twice. If the layer is half a wavelength thick, measured in the layer, the round trip is a whole wavelength and the two reflections cancel. If it is a quarter wavelength thick, the round trip is half a wavelength. Its factor $-1$ removes the sign difference, and the reflections add to about $2r$.

A Mo/Si interface in the extreme ultraviolet reflects an amplitude near $r=0.04$, which is taken here as given. One bilayer has two interfaces and so contributes about $2r=0.08$ when they are in phase. If $N$ bilayers are in phase and each wave is reflected once, without loss on its way in or out, the total amplitude is
\begin{equation}
R\approx 2Nr .
\label{eq:single}
\end{equation}
This sum reaches one at
\begin{equation}
N=\frac{1}{2r}=\frac{1}{0.08}=12.5 .
\label{eq:count}
\end{equation}
Hence the estimate that more than ten bilayers must cooperate.

At $N=12.5$ the estimate has left its own range. It treats the incident wave as undiminished while claiming that all of it is reflected, and for larger $N$ it gives an amplitude above one. Two questions remain: what the amplitude is when the sum \eqref{eq:single} reaches one, and whether some other arrangement could manage with fewer bilayers.

\section{One interface}

The interfaces are flat and sharp, the materials are non-magnetic, and the incidence is normal. The time factor is $e^{-i\omega t}$. In atomic units the speed of light is $c=1/\alpha$, with $\alpha$ the fine-structure constant, and $k=\omega/c$ is the vacuum wavenumber. With $E$ along $x$ and $B$ along $y$, Maxwell's equations in Gaussian form reduce to
\begin{equation}
E'=ikB,\qquad B'=ikn^2E ,
\end{equation}
where the prime means $d/dz$. Inside a uniform layer this gives $E''=-(nk)^2E$, with solutions $e^{\pm inkz}$. The tangential fields $E$ and $B$ are continuous at an interface, so $E$ and $E'$ are continuous.

Let a wave of unit amplitude go from index $n_1$ to $n_2$, with reflected amplitude $\rho$ and transmitted amplitude $t$. Continuity of $E$ and of $E'$, the latter divided by $ik$, gives
\begin{equation}
1+\rho=t,\qquad n_1(1-\rho)=n_2t .
\end{equation}
Inserting the first equation into the second gives $n_1-n_2=(n_1+n_2)\rho$, so
\begin{equation}
\rho=\frac{n_1-n_2}{n_1+n_2},\qquad t=\frac{2n_1}{n_1+n_2}.
\label{eq:fresnel}
\end{equation}
For the opposite direction the indices are exchanged: the reflection is $-\rho$ and the transmission is $t'=2n_2/(n_1+n_2)$. The product needed below is
\begin{equation}
tt'=\frac{4n_1n_2}{(n_1+n_2)^2}
=\frac{(n_1+n_2)^2-(n_1-n_2)^2}{(n_1+n_2)^2}=1-\rho^2 .
\label{eq:tt}
\end{equation}

Call the two indices $n_H>n_L$, and let $r=(n_H-n_L)/(n_H+n_L)>0$. Solving for the ratio gives
\begin{equation}
\frac{n_L}{n_H}=\frac{1-r}{1+r}=\frac{0.96}{1.04}=0.9231 .
\end{equation}
The example takes $n_H=1$, so vacuum in front adds no interface of its own. At a photon energy of 92 eV the wavelength $\lambda=2\pi c/\omega$ is 134.77 \AA.

\section{All the bounces}

Let a structure have reflection amplitude $R'$, defined at its front face for light arriving from the layer above it. That layer has thickness $d$ and one-way phase $\varphi=nkd$, and on top of it lies an interface with amplitude $\rho$. Write $w=R'e^{2i\varphi}$ for one round trip through the layer, including the reflection below.

Part of the light is reflected at once, with amplitude $\rho$. The rest enters with factor $t$, makes one or more round trips, and leaves with factor $t'$. Between successive round trips it is reflected at the underside of the top interface, with factor $-\rho$. Therefore
\begin{equation}
R=\rho+tt'w\sum_{m=0}^{\infty}(-\rho w)^m
=\rho+\frac{(1-\rho^2)w}{1+\rho w},
\end{equation}
where the series converges because $|\rho w|<1$. Over the common denominator the numerator is $\rho+\rho^2w+w-\rho^2w=\rho+w$, so
\begin{equation}
R=\frac{\rho+w}{1+\rho w},\qquad w=R'e^{2i\varphi}.
\label{eq:add}
\end{equation}

Now stack $N$ bilayers in the order $L,H,L,H,\dots$, with the medium $H$ in front. The last $H$ layer continues as the exit medium. Counted from the front, the interfaces are $H\to L$ with $\rho=+r$, then $L\to H$ with $\rho=-r$, and so on, $2N$ in all.

Let each layer be a quarter wave thick, $nkd=\pi/2$, or $d=\lambda/(4n)$. In the example this is $134.77/4=33.69$ \AA\ for the high-index layer and $134.77/(4\times0.9231)=36.50$ \AA\ for the low-index layer, a period of 70.19 \AA. Then $e^{2i\varphi}=-1$.

Build the stack from the back. The deepest interface alone gives $-r$. Suppose that the lowest $j$ interfaces together give an amplitude of magnitude $s_j$, with the sign of their top interface. The next interface up has the opposite sign. If it is $+r$, then $R'=-s_j$ and $w=+s_j$. If it is $-r$, then $R'=+s_j$ and $w=-s_j$. In both cases $\rho$ and $w$ have the same sign, and \eqref{eq:add} gives
\begin{equation}
s_{j+1}=\frac{r+s_j}{1+rs_j},\qquad s_1=r,
\label{eq:rec}
\end{equation}
again with the sign of the top interface. This is the addition law
\begin{equation}
\tanh(x+y)=\frac{\tanh x+\tanh y}{1+\tanh x\tanh y}.
\end{equation}
With $s_j=\tanh x_j$, each interface adds $\operatorname{artanh}r$ to $x_j$. Since $x_1=\operatorname{artanh}r$, it follows that $x_j=j\operatorname{artanh}r$. The top interface of the whole stack has sign $+$, so
\begin{equation}
R_N=\tanh(2N\operatorname{artanh}r).
\label{eq:tanh}
\end{equation}
The quantity that grows in proportion to the number of interfaces is thus $\operatorname{artanh}R$. It has no upper limit, while $R$ stays below one for every finite $N$.

If all layers are half a wave thick, $e^{2i\varphi}=+1$. The deepest pair then gives $(r-r)/(1-r^2)=0$. The next interface starts afresh with $-r$, the one above cancels it, and the whole stack reflects nothing. Adding bilayers does not by itself raise the reflection; the phases must also be suitable.

\section{Where the simple sum fails}

Let $M=2N$ be the number of interfaces. For $Mr\ll1$, use $\operatorname{artanh}r=r+r^3/3+\dots$ and $\tanh x=x-x^3/3+\dots$:
\begin{equation}
R_N=Mr+\frac{Mr^3}{3}-\frac{M^3r^3}{3}+\dots
=Mr-\frac{M^3-M}{3}\,r^3+\dots
\label{eq:deficit}
\end{equation}
The correction vanishes for $M=1$, as it must for a single interface.

It has two physical parts. First, a wave reflected at interface $j$ crosses the $j-1$ interfaces above it twice and picks up $(1-r^2)^{j-1}\approx1-(j-1)r^2$. The summed loss is
\begin{equation}
r^3\sum_{j=1}^{M}(j-1)=\frac{M(M-1)}{2}\,r^3 .
\end{equation}
Secondly, some waves are reflected three times: at interface $i$, then from below at a shallower interface $j$, then at an interface $k$ deeper than $j$. The three reflections contribute $\rho_i(-\rho_j)\rho_k$ with $\rho_i=(-1)^{i-1}r$, which is $(-1)^{i+j+k}r^3$. The path crosses $(i-1)+(i-j)+(k-j)+(k-1)=2(i+k-j-1)$ layers. Each pair of crossings gives $-1$, so the phase factor is $(-1)^{i+k-j-1}$. The product of the two signs is $-1$: every such path reduces the total by $r^3$. For given $j$ there are $(M-j)^2$ choices of $i$ and $k$, hence
\begin{equation}
r^3\sum_{j=1}^{M}(M-j)^2=\frac{M(M-1)(2M-1)}{6}\,r^3 .
\end{equation}
The two parts add to $M(M-1)(2M+2)r^3/6=(M^3-M)r^3/3$, as in \eqref{eq:deficit}.

For two bilayers, $M=4$, the leading deficit is $60\times0.04^3/3=0.00128$, while the full deficit is 0.00127. For large $M$, but with $Mr$ still small, the deficit relative to $Mr$ is about $(Mr)^2/3$. The simple sum therefore fails when $Mr$ is of order one, which is where it was used to obtain \eqref{eq:count}.

\section{Why fewer bilayers cannot do it}

Equation \eqref{eq:tanh} describes one choice of thicknesses. To cover all others, let $\rho$ be real with $|\rho|=a$, and let $|w|=b<1$ with any phase. From \eqref{eq:add},
\begin{align}
1-|R|^2&=\frac{|1+\rho w|^2-|\rho+w|^2}{|1+\rho w|^2}\nonumber\\
&=\frac{1+a^2b^2+2\rho\,\mathrm{Re}\,w-a^2-b^2-2\rho\,\mathrm{Re}\,w}{|1+\rho w|^2}
\nonumber\\
&=\frac{(1-a^2)(1-b^2)}{|1+\rho w|^2}
\ \ge\ \frac{(1-a^2)(1-b^2)}{(1+ab)^2}.
\end{align}
Because $(1+ab)^2-(a+b)^2=(1-a^2)(1-b^2)$, the last expression equals $1-[(a+b)/(1+ab)]^2$. Hence
\begin{equation}
|R|\le\frac{a+b}{1+ab}\le a+b .
\label{eq:bound}
\end{equation}
The middle expression grows with $b$, since its derivative is $(1-a^2)/(1+ab)^2>0$. The largest reflection below therefore allows the largest reflection above. Applied interface by interface, \eqref{eq:bound} shows that $2N$ interfaces of magnitude $r$ reflect at most $\tanh(2N\operatorname{artanh}r)$, whatever the lossless layer thicknesses, and that this is at most $2Nr$.

The simple sum is thus an upper bound, and this gives the estimate its force. An amplitude $A$ requires $N\ge A/(2r)$. With $r=0.04$, ten bilayers cannot exceed 0.80 by this bound, nor 0.665 by the sharper one.

Random thicknesses illustrate this. The boundary conditions of a ten-bilayer stack were solved as a linear system for 300 sets of thicknesses, each layer being multiplied by its own random factor between 0 and 2. The largest amplitude found was 0.418. With factors between 0.9 and 1.1 the largest of 300 was 0.661, close to the bound. The in-phase stack is a maximum of a smooth function of the thicknesses, so small errors lower the amplitude in second order.

\section{Estimate and full result compared}

For $r=0.04$, $\operatorname{artanh}r=0.04002$, and \eqref{eq:tanh} gives the following values.
\begin{center}
\begin{tabular}{rccc}
$N$ & $2Nr$ & $R_N$ & $R_N^2$\\
1 & 0.08 & 0.080 & 0.006\\
5 & 0.40 & 0.380 & 0.145\\
10 & 0.80 & 0.664 & 0.441\\
13 & 1.04 & 0.778 & 0.605\\
20 & 1.60 & 0.922 & 0.850\\
40 & 3.20 & 0.997 & 0.993
\end{tabular}
\end{center}
The last column is the reflectance, the reflected fraction of the power. At $N=12.5$, read as a point on the curve, the amplitude is $\tanh(25\times0.04002)=0.76$. The estimate marks the bend of the curve, where growth in proportion to $N$ gives way to saturation.

Beyond the bend the remaining gap closes exponentially. With $x=2N\operatorname{artanh}r$,
\begin{equation}
1-\tanh x=\frac{2}{e^{2x}+1}\approx2e^{-2x}=2\left(\frac{1-r}{1+r}\right)^{2N},
\end{equation}
because $e^{-2\operatorname{artanh}r}=(1-r)/(1+r)$. The number of bilayers for a chosen amplitude $A$ follows by inverting \eqref{eq:tanh}:
\begin{equation}
N\ge\frac{\operatorname{artanh}A}{2\operatorname{artanh}r}.
\label{eq:need}
\end{equation}
Rounded up to whole bilayers, this is 19 for $A=0.90$, 23 for $A=0.95$ and 34 for $A=0.99$. ``Over ten'' is right as a lower limit and as an order of magnitude; a close approach to unity takes about twice that number or more.

The input is known only as ``near 0.04''. For $r=0.03$ the simple sum reaches one at $N=16.7$, and an amplitude of 0.90 needs 25 bilayers. For $r=0.05$ the numbers are 10 and 15. The count scales nearly as $1/r$, since $\operatorname{artanh}r\approx r$ for small $r$.

\section{Absorption sets a ceiling}

Real layers absorb at these photon energies. A simple model gives both layers the same relative extinction $\kappa>0$, so that each index becomes $n(1+i\kappa)$ and waves decay along their direction of travel. The common factor cancels in \eqref{eq:fresnel}, so $r$ stays real and \eqref{eq:add} still holds. The bound \eqref{eq:bound} also survives, because absorption only reduces $|w|$.

With $d=\lambda/(4n)$, $n$ being the real part, the round-trip phase is $2\varphi=\pi(1+i\kappa)$. Hence $e^{2i\varphi}=-g$ with $g=e^{-\pi\kappa}$, and \eqref{eq:rec} becomes
\begin{equation}
s_{j+1}=\frac{r+gs_j}{1+rgs_j}.
\label{eq:lossy}
\end{equation}
The right-hand side increases with $s_j$. Since $s_2>r=s_1$, the sequence rises, and it stays below one, so it has a limit $s$. Setting $s_{j+1}=s_j=s$ gives
\begin{equation}
rg\,s^2+(1-g)s-r=0 .
\end{equation}
The product of the roots is negative, so one root is positive:
\begin{equation}
s=\frac{-(1-g)+\sqrt{(1-g)^2+4r^2g}}{2rg}.
\end{equation}
Write $1-g=2\sqrt g\,\sinh(\pi\kappa/2)$ and $u=\sinh(\pi\kappa/2)/r$. A factor $2r\sqrt g$ then comes out of the numerator, and
\begin{equation}
s=e^{\pi\kappa/2}\left(\sqrt{1+u^2}-u\right).
\label{eq:ceiling}
\end{equation}

For weak absorption $u\approx\pi\kappa/(2r)$ and $s\approx1-u$, up to relative corrections of order $r$ and of order $u$ in the gap $1-s$. An amplitude near one thus requires $\kappa\ll2r/\pi=0.025$: the absorption per layer must be small compared with the reflection per interface. In the opposite limit, $u\gg1$, the bracket is about $1/(2u)$ and
\begin{equation}
s\approx\frac{r\,e^{\pi\kappa/2}}{2\sinh(\pi\kappa/2)}=\frac{r}{1-g}=r(1+g+g^2+\dots).
\end{equation}
This is the single-bounce sum again, now cut off by absorption instead of by the number of layers.

Take $\kappa=0.005$ as a model value. Then $u=0.196$, and \eqref{eq:ceiling} gives a ceiling of 0.829 in amplitude, or 0.688 in reflectance. This is the limit for quarter-wave layers; with absorption they are no longer exactly the best choice, and slightly different thicknesses reflect a little more. Iterating \eqref{eq:lossy} gives amplitudes of 0.589, 0.777 and 0.827 for 10, 20 and 40 bilayers. With $\kappa=0.002$ the ceiling is 0.927 in amplitude and 0.860 in reflectance. Reaching 95\% of the ceiling amplitude takes 22 bilayers for the larger $\kappa$ and 23 for the smaller, so for these two weak extinctions the count hardly changes while the attainable amplitude falls. The count depends on the threshold: 95\% of the amplitude is only about 90\% of the ceiling reflectance, and 99\% of the ceiling reflectance takes 36 and 37 bilayers.

These values refer to light arriving from a medium with the index of the absorbing $H$ layer. Vacuum in front adds an interface with $\rho_0=-i\kappa/(2+i\kappa)\approx-i\kappa/2$. By \eqref{eq:add} with zero thickness, the complex amplitude changes by
\begin{equation}
\frac{\rho_0+s}{1+\rho_0s}-s=\frac{\rho_0(1-s^2)}{1+\rho_0s}\approx-\frac{i\kappa}{2}(1-s^2).
\end{equation}
For $\kappa=0.005$ its magnitude is $0.0025\times(1-0.688)=0.0008$, which is negligible here.

In an actual Mo/Si mirror the two materials absorb differently, which makes the interface amplitude complex, and the interfaces are neither perfectly flat nor sharp. The ceilings above therefore belong to the model and are not predictions for that mirror. Within the model the counting argument holds with or without absorption: interfaces of real amplitude 0.04, two to a bilayer, cannot bring the total above 0.67 with ten bilayers or fewer. For the actual mirror it remains an estimate, because \eqref{eq:bound} was derived for real interface amplitudes.

Numbers in the example were calculated in double precision.
